\section*{Does Inserting the Experimental Energy Improve an Oscillator Strength?}

\section{The proposal}

\textbf{Q:} I have computed an oscillator strength from approximate wavefunctions. My excitation energy is off by several per cent, whereas the experimental one is known far better. I shall put the experimental energy into the formula. Replacing a poor number by a good one must improve the result.

\textbf{A:} Which formula do you have in mind? Let the transition go upward from $a$ to $b$, with real normalized wavefunctions and a positive energy gap $E$. In Hartree atomic units, define
\begin{equation}
\mathbf d=\langle b|\sum_i\mathbf r_i|a\rangle,\qquad
\mathbf g=\langle b|\sum_i\nabla_i|a\rangle .
\end{equation}
The electric-dipole oscillator strength can be written in three ways:
\begin{equation}
f_L=\tfrac23E\,d^2,\qquad
f_V=\frac{2}{3}\frac{g^2}{E},\qquad
f_M=-\tfrac23\,\mathbf d\cdot\mathbf g .
\label{forms}
\end{equation}
These are the length, velocity and mixed forms. If the final level is degenerate, each is summed over its states.

\textbf{Q:} I use the length form, but surely the three are the same quantity.

\textbf{A:} They are the same for exact eigenstates of one Hamiltonian whose potential is local, that is, a function of the coordinates. Take $H=-\frac12\sum_i\nabla_i^2+V$. Since $z$ commutes with $V$, we need only the kinetic term. Acting on any function $\psi$,
\begin{align}
\left[z,-\tfrac12\partial_z^2\right]\psi
&=-\tfrac12\left(z\psi''-(z\psi)''\right)\nonumber\\
&=-\tfrac12\left(z\psi''-z\psi''-2\psi'\right)=\psi' .
\end{align}
Hence $[\sum_i\mathbf r_i,H]=\sum_i\nabla_i$. Between eigenstates, $H$ on the right gives $E_a$ and $H$ on the left gives $E_b$, so
\begin{equation}
\mathbf g=(E_a-E_b)\,\mathbf d=-E\,\mathbf d .
\label{comm}
\end{equation}
Replacing one factor $\mathbf d$ in $f_L$ by $-\mathbf g/E$ gives $f_M$; replacing both gives $f_V$. Approximate states need not obey \eqref{comm}. A nonlocal potential, such as Hartree--Fock exchange, adds a term $[\sum_i\mathbf r_i,V]$, and then even exact eigenstates of that model need not give equal forms with the bare gradient. This refers to transitions between eigenstates of the Fock operator; time-dependent Hartree--Fock response does give equal forms in a complete basis.

\section{Changing the energy alone}

\textbf{Q:} My states are approximate, so my forms differ. What does the experimental energy do to them?

\textbf{A:} You keep the wavefunctions, so $\mathbf d$ and $\mathbf g$ are fixed. Let the computed gap be $E_c$, the inserted one $E_x$, and $s=E_x/E_c$. Marking the new values by a prime, we read from \eqref{forms}
\begin{equation}
f_L'=s\,f_L,\qquad f_V'=\frac{f_V}{s},\qquad f_M'=f_M .
\label{scale}
\end{equation}
The length form is proportional to the gap, the velocity form is inversely proportional to it, and the mixed form does not contain it. If one of the first two rises, the other falls by the same factor.

\textbf{Q:} Then their product cannot change. Is its square root the mixed form?

\textbf{A:} For a single final state it is, if the two vectors point in opposite directions, as in \eqref{comm}. If they are parallel, it is minus the mixed form. In general,
\begin{equation}
\sqrt{f_Lf_V}=\tfrac23|\mathbf d||\mathbf g|
\ \ge\ \tfrac23|\mathbf d\cdot\mathbf g|=|f_M| ,
\end{equation}
by the Cauchy--Schwarz inequality. For an atomic $s\to p_z$ transition both vectors lie along $z$, and the $p_x$ and $p_y$ components have the same magnitudes along their own axes. Equality therefore survives the sum over the three final states. A sum over several final states needs this extra condition in general: the ratio $|\mathbf g|/|\mathbf d|$ and the relative sign must be the same for every state that contributes.

\textbf{Q:} When would the vectors point in different directions?

\textbf{A:} When symmetry does not fix the direction and the states do not obey \eqref{comm}, as approximate states need not. Take, up to normalization,
\begin{align}
\phi_a&\propto e^{-(x^2+2y^2+z^2)/2},\nonumber\\
\phi_b&\propto (x+y)\,e^{-(x^2+y^2+z^2)/2}.
\end{align}
The product of the exponentials is $e^{-x^2-3y^2/2-z^2}$. With this weight the mean of $x^2$ is $1/2$, that of $y^2$ is $1/3$, and that of $xy$ is zero. Thus $\mathbf d\propto(1/2,1/3,0)\propto(3,2,0)$. Differentiating $\phi_a$ gives $\partial_x\phi_a=-x\phi_a$ and $\partial_y\phi_a=-2y\phi_a$, so with the same constant $\mathbf g\propto-(3,4,0)$. The ratio of mixed form to geometric mean is
\begin{equation}
\frac{3\cdot3+2\cdot4}{\sqrt{3^2+2^2}\sqrt{3^2+4^2}}
=\frac{17}{5\sqrt{13}}=0.943 .
\end{equation}
Inserting another gap changes neither the mixed form nor the geometric mean, but here they are different numbers.

\section{What counts as an improvement}

\textbf{Q:} I still expect my length value to improve. I have removed one of its two errors.

\textbf{A:} You have, but the two errors may have been cancelling. Suppose $E_x$ is the true gap (for a molecule, a band maximum or a 0--0 line need not equal the vertical electronic gap), and let $d_x,g_x,f_x$ be the true moments and oscillator strength. Define the logarithmic errors
\begin{equation}
\varepsilon=\ln\frac{E_c}{E_x},\qquad
\lambda=\ln\frac{d^2}{d_x^2},\qquad
\nu=\ln\frac{g^2}{g_x^2}.
\end{equation}
The true quantities obey \eqref{comm}, so each form built from them equals $f_x$. Dividing the computed forms by these gives
\begin{equation}
\ln\frac{f_L}{f_x}=\lambda+\varepsilon,\qquad
\ln\frac{f_V}{f_x}=\nu-\varepsilon .
\end{equation}
Insertion sets $\varepsilon$ to zero and leaves errors $\lambda$ and $\nu$. If we judge by the size of the logarithmic error, the length form improves when $\lambda^2<(\lambda+\varepsilon)^2$, and the velocity form when $\nu^2<(\nu-\varepsilon)^2$. Expanding the squares and cancelling $\lambda^2$ or $\nu^2$,
\begin{align}
\text{length improves:}&\quad \varepsilon(\varepsilon+2\lambda)>0,\nonumber\\
\text{velocity improves:}&\quad \varepsilon(\varepsilon-2\nu)>0 .
\label{criteria}
\end{align}

\textbf{Q:} So there are cases in which I am right?

\textbf{A:} Yes. If $|\varepsilon|>2|\lambda|$, the first bracket has the sign of $\varepsilon$, and the logarithmic error of the length form must fall. The same holds for velocity if $|\varepsilon|>2|\nu|$. Near the threshold the per-cent error can still grow: with $\lambda=0.1$ and $\varepsilon=-0.202$ the length form goes from $9.7\%$ too small to $10.5\%$ too large. Good moments combined with a poor gap are the favourable case. In the opposite limit, where $|\varepsilon|$ is much smaller than the moment errors, the signs decide: length improves if $\varepsilon\lambda>0$, and velocity if $\varepsilon\nu<0$. The accuracy of the experimental energy does not settle those signs.

For collinear vectors with $\mathbf d\cdot\mathbf g<0$, as in \eqref{comm}, the mixed form has error
\begin{equation}
\ln\frac{f_M}{f_x}=\frac{\lambda+\nu}{2}.
\label{mixederror}
\end{equation}
It contains no gap error, but it does contain both moment errors.

\section{A transition with a known answer}

\textbf{Q:} Show me a case in which a better energy makes the result worse. I want one where the true answer is known.

\textbf{A:} Take hydrogen $1s\to2p$, nonrelativistic and with a fixed nucleus. Its true gap, $3/8$ hartree or $10.204$ eV, will play the part of the experimental energy. For trial functions choose
\begin{equation}
\phi_s=N_se^{-ar},\qquad \phi_p=N_pz\,e^{-br},
\end{equation}
where $a$ and $b$ are in inverse bohr. The true functions have $a=1$, $b=1/2$.

The integrals follow from $\int_0^\infty r^ne^{-cr}dr=n!/c^{n+1}$ and the angular average $z^2\to r^2/3$. Normalization requires
\begin{align}
N_s^{-2}&=4\pi\frac{2!}{(2a)^3}=\frac{\pi}{a^3},\nonumber\\
N_p^{-2}&=\frac{4\pi}{3}\frac{4!}{(2b)^5}=\frac{\pi}{b^5}.
\end{align}
The $z$ component of the length moment is therefore
\begin{align}
d&=N_sN_p\,\frac{4\pi}{3}\frac{4!}{(a+b)^5}
=\frac{32\sqrt{a^3b^5}}{(a+b)^5}.
\label{dtrial}
\end{align}
For the gradient, $\partial_ze^{-ar}=-a(z/r)e^{-ar}$. The factor $1/r$ lowers the radial power from four to three:
\begin{align}
g&=-aN_sN_p\,\frac{4\pi}{3}\frac{3!}{(a+b)^4}\nonumber\\
&=-\frac{8a\sqrt{a^3b^5}}{(a+b)^4}
=-\frac{a(a+b)}4\,d .
\label{gtrial}
\end{align}
Summing over three $p$ states multiplies the one-component forms by three, so
\begin{equation}
f_L=2Ed^2,\qquad f_V=2g^2/E,\qquad f_M=-2dg .
\end{equation}
At $a=1$, $b=1/2$, equation \eqref{dtrial} gives $d^2=2^{15}/3^{10}$. Hence $f_x=2(3/8)d^2=2^{13}/3^9=0.4162$.

\textbf{Q:} And the computed gap?

\textbf{A:} I use expectation values of the true Hamiltonian. For the $s$ function, $|\nabla\phi_s|^2=a^2\phi_s^2$, so the kinetic energy is $a^2/2$. Also $\langle1/r\rangle=4\pi N_s^2/(2a)^2=a$. Thus
\begin{equation}
E_s=\frac{a^2}{2}-a=-\frac12+\frac{(a-1)^2}{2}.
\end{equation}
For the $p$ function let $u=r^2e^{-br}$, its radial function times $r$. Then $u''=(2-4br+b^2r^2)e^{-br}$, and the radial kinetic operator for angular momentum one gives
\begin{equation}
-\frac12u''+\frac{u}{r^2}
=\left(\frac{2b}{r}-\frac{b^2}{2}\right)u .
\end{equation}
The mean inverse radius is
\begin{equation}
\left\langle\frac1r\right\rangle
=\frac{3!/(2b)^4}{4!/(2b)^5}=\frac b2 .
\end{equation}
The kinetic energy is therefore $2b(b/2)-b^2/2=b^2/2$, and
\begin{equation}
E_p=\frac{b^2}{2}-\frac b2
=-\frac18+\frac{(b-\frac12)^2}{2}.
\end{equation}
Subtracting,
\begin{equation}
E_c=\frac38-\frac{(a-1)^2}{2}+\frac{(b-\frac12)^2}{2}.
\end{equation}
Each level lies at or above its true value, but the gap can err in either direction.

\section{Four trial pairs}

\textbf{Q:} Put in numbers, and start with a case that favours me.

\textbf{A:} With $a=1.3$, $b=0.6$, the gap is $0.375-0.045+0.005=0.335$ hartree. The moments are $|d|=0.53417$ bohr and $|g|=0.32985$ inverse bohr. Thus
\begin{align}
f_L&=2(0.335)(0.53417)^2=0.191,\nonumber\\
f_V&=2(0.32985)^2/0.335=0.650,\nonumber\\
f_M&=2(0.53417)(0.32985)=0.352 .
\end{align}
Inserting $0.375$ hartree multiplies length by $1.119$ and divides velocity by it, giving $0.214$ and $0.580$. The true value lies between the two forms, and both move towards it. Relative to $f_x$, the length error shrinks from $-54\%$ to $-49\%$, and the velocity error from $+56\%$ to $+39\%$.

\textbf{Q:} Both improve, as I said.

\textbf{A:} Now change the wavefunctions and keep the same inserted energy. Arrows run from the computed gap to the true gap:

\begin{center}
\begin{tabular}{ccccc}
$a,b$ & $E_c$ & $f_L$ & $f_V$ & $f_M$\\
\hline
$1.3,0.6$ & $0.335$ & $0.191\to0.214$ & $0.650\to0.580$ & $0.352$\\
$0.8,0.4$ & $0.360$ & $0.624\to0.650$ & $0.277\to0.266$ & $0.416$\\
$1.0,0.7$ & $0.395$ & $0.674\to0.640$ & $0.781\to0.822$ & $0.726$\\
$0.8,0.5$ & $0.355$ & $0.844\to0.891$ & $0.453\to0.428$ & $0.618$
\end{tabular}
\end{center}

Against $0.416$, both forms improve in the first row and both deteriorate in the second. In the third only length improves, and in the fourth only velocity does. These verdicts are the same for absolute and logarithmic errors.

\textbf{Q:} Why does the second row fail? Its gap was too small, and I corrected it.

\textbf{A:} Its errors are $\varepsilon=-0.041$, $\lambda=0.446$ and $\nu=-0.446$. The length moment is too large, and the small gap was partly compensating for it. The gradient moment is too small, and division by a small gap was partly compensating for that. In \eqref{criteria} both brackets equal $-0.041+0.893=0.852$. Multiplication by the negative $\varepsilon$ makes both criteria fail. The corrected gap removes both compensations.

\section{Exact states of the wrong model}

\textbf{Q:} In that row the mixed form is right. Is that an accident of the numbers?

\textbf{A:} It has a reason. The functions with $a=0.8$, $b=0.4$ are exact eigenfunctions for a nucleus of charge $Z=0.8$. Hydrogenic functions obey $\phi_Z(\mathbf r)=Z^{3/2}\phi_1(Z\mathbf r)$. Substituting $\mathbf r'=Z\mathbf r$ in the integrals gives
\begin{equation}
d_Z=d_1/Z,\qquad g_Z=Zg_1,\qquad E_Z=Z^2E_1 .
\end{equation}
The last relation holds because the kinetic energy scales as $Z^2$, while the attraction $-Z/r$ contributes one factor $Z$ from the charge and one from $1/r$. Consequently $E_Zd_Z^2$, $g_Z^2/E_Z$ and $d_Zg_Z$ are all independent of $Z$. The model's own gap is $0.64\times0.375=0.240$ hartree, and with it all three forms give $0.416$.

\textbf{Q:} The gap is wrong by more than a third, and every form is right?

\textbf{A:} Yes, because the moments are wrong in a matching way. Insert the true gap, and
\begin{align}
f_L'&=f_x/Z^2=0.4162/0.64=0.650,\nonumber\\
f_V'&=Z^2f_x=0.64\times0.4162=0.266 .
\end{align}
Two correct values have become wrong by $+56\%$ and $-36\%$. The states satisfied \eqref{comm} with their own gap, and the foreign gap broke it.

The second row of the table used these same functions with a gap of $0.360$ hartree, the expectation value of the true Hamiltonian. That is already a foreign gap for these states, which is why its length and velocity forms disagreed before insertion.

\section{Can another choice rescue the rule?}

\textbf{Q:} Then I shall use the mixed form and stop worrying about energies.

\textbf{A:} Look at the third row. The ground-state function is exact, but the $p$ function is too compact, and the mixed form gives $0.726$, which is $74\%$ too large. Both moments are overestimated: $\lambda=0.431$ and $\nu=0.681$. By \eqref{mixederror} these errors add. In the second row $\lambda+\nu=0$, so they cancelled. Independence of the gap is not independence of the wavefunctions.

\textbf{Q:} Could I instead choose the gap that makes length and velocity agree?

\textbf{A:} You can whenever both moments are nonzero. Setting $Ed^2=g^2/E$ fixes the gap, and for collinear moments the agreed value is the size of the mixed form:
\begin{equation}
E_*=\frac{|g|}{|d|},\qquad
f_L(E_*)=f_V(E_*)=\tfrac23|d||g|=|f_M|
\end{equation}
for one component. For our $s\to p$ pair, \eqref{gtrial} gives $E_*=a(a+b)/4$. In the third row this is $0.425$ hartree, and the agreed value is the same $0.726$. You have adjusted one parameter to satisfy one equation, and the agreement says nothing about whether the value is right.

\textbf{Q:} Is the disagreement after inserting the experimental energy at least a measure of success?

\textbf{A:} Not by itself. From \eqref{forms} and \eqref{scale},
\begin{equation}
\frac{f_V'}{f_L'}=\frac1{s^2}\frac{f_V}{f_L}.
\end{equation}
In the fourth row this ratio goes from $0.536$ to $0.481$, so the forms move further apart. Yet the velocity error falls from $+8.8\%$ to $+3.0\%$. There $\nu=0.029$: the gradient moment is nearly right, and most of the velocity error came from the gap. The length moment is poor, with $\lambda=0.762$, and correcting the gap exposes more of its error.

\textbf{Q:} What should I do with my own calculation, where I do not know the true moments?

\textbf{A:} Report which form and which gap you used, and give the values with the computed gap as well. Then improve the wavefunctions, in the treatment of the electrons as well as in the basis, and see whether the moments settle. Settling in the basis alone is not enough: the moments of the $Z=0.8$ model would settle too, at wrong values. If you have evidence that the logarithmic error left in the squared moment is less than half the logarithmic gap error, the condition $|\varepsilon|>2|\lambda|$ supports inserting the experimental energy in the length form; the corresponding condition on $\nu$ supports it in the velocity form. If the moments are still moving, the inserted energy has corrected a factor whose error may have been helping you. The numerical output gives the moments and logarithmic errors for all four trial pairs.

\textbf{Q:} So the experimental energy makes the energy factor right, and my claim about $f$ needs separate evidence about the moment.

\textbf{A:} Yes. With an exact gap, the error left in the length form is the error of $d^2$, and the error left in the velocity form is that of $g^2$. Neither has been reduced by the insertion.

\section*{Table of computed values}
\begin{verbatim}
True 1s-2p gap: 0.375000 hartree = 10.2043 eV
True f (dimensionless): 0.416197
True |d_z|: 0.744936 bohr
True |g_z|: 0.279351 1/bohr
Diagonalized gap: 0.374987 hartree
Diagonalized f, length/velocity/mixed (dimensionless): 0.41621 0.41621 0.41621
Trial a=1.3, b=0.6 1/bohr: gap 0.334999 hartree, E_x/E_c 1.11941
  |d_z| 0.534165 bohr; |g_z| 0.329847 1/bohr; agreement gap 0.617500 hartree
  own-gap f, length/velocity/mixed: 0.19117 0.64955 0.35238
  inserted-gap f, length/velocity/mixed: 0.21400 0.58026 0.35238
  log errors, gap/d squared/g squared: -0.11280 -0.66519 0.33232
  after insertion: length better, velocity better
Trial a=0.8, b=0.4 1/bohr: gap 0.360000 hartree, E_x/E_c 1.04167
  |d_z| 0.931169 bohr; |g_z| 0.223481 1/bohr; agreement gap 0.240000 hartree
  own-gap f, length/velocity/mixed: 0.62429 0.27746 0.41620
  inserted-gap f, length/velocity/mixed: 0.65031 0.26637 0.41620
  log errors, gap/d squared/g squared: -0.04082 0.44629 -0.44629
  after insertion: length worse, velocity worse
Trial a=1.0, b=0.7 1/bohr: gap 0.394999 hartree, E_x/E_c 0.94937
  |d_z| 0.923954 bohr; |g_z| 0.392681 1/bohr; agreement gap 0.425000 hartree
  own-gap f, length/velocity/mixed: 0.67442 0.78075 0.72564
  inserted-gap f, length/velocity/mixed: 0.64027 0.82239 0.72564
  log errors, gap/d squared/g squared: 0.05196 0.43073 0.68106
  after insertion: length better, velocity worse
Trial a=0.8, b=0.5 1/bohr: gap 0.355000 hartree, E_x/E_c 1.05634
  |d_z| 1.090167 bohr; |g_z| 0.283444 1/bohr; agreement gap 0.260000 hartree
  own-gap f, length/velocity/mixed: 0.84381 0.45262 0.61800
  inserted-gap f, length/velocity/mixed: 0.89135 0.42848 0.61800
  log errors, gap/d squared/g squared: -0.05481 0.76158 0.02909
  after insertion: length worse, velocity better
Model Z=0.8: own gap 0.239995 hartree
  own-gap f, length/velocity/mixed: 0.41621 0.41621 0.41621
  inserted-gap f, length/velocity/mixed: 0.65034 0.26637 0.41621
Non-collinear d_x, d_y (bohr): 0.485492 0.323661
Non-collinear g_x, g_y (1/bohr): -0.485443 -0.647236
Mixed form / geometric mean (dimensionless): 0.94300
\end{verbatim}
